# Seniority and Rotationally Invariant Two-Body Interactions in a Single j Shell: a numerical check

```python
"""Seniority in a single shell j of identical fermions.

Result under test: every interaction H = sum_K V_K H_K (H_K projects pairs on
angular momentum K) commutes with the quasi-spin S^2 for j <= 7/2.  For j = 9/2
the seniority 1 and 3 states of three particles with J = 9/2 are coupled by
(-65 V2 + 315 V4 - 403 V6 + 153 V8) / (20 sqrt(429)).
Symbols: N particle number, Omega = j + 1/2, S quasi-spin, v seniority,
gamma = sqrt(25 - (Z alpha)^2), F^k Slater integrals.  Atomic units are used.
"""
from math import factorial, gamma as gamma_function, pi, sqrt
from types import SimpleNamespace

import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm, null_space
from scipy.special import gammainc, lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j


def largest(matrix):
    return float(abs(matrix).max())


def build_shell(twice_j):
    """Fock-space operators of one shell; orbitals are ordered by falling m."""
    j = twice_j / 2
    m_values = [j - i for i in range(twice_j + 1)]
    size = len(m_values)
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sp.diags([1.0, -1.0])
    create = []
    for i in range(size):
        op = sp.identity(1, format="csr")
        for k in range(size):
            factor = parity if k < i else lower if k == i else sp.identity(2)
            op = sp.kron(op, factor, format="csr")
        create.append(op.T.tocsr())
    occupation = [c @ c.T for c in create]
    number = sum(occupation).tocsr()
    j_z = sum(m * n for m, n in zip(m_values, occupation)).tocsr()
    j_plus = sum(sqrt(j * (j + 1) - m_values[i] * (m_values[i] + 1))
                 * create[i - 1] @ create[i].T for i in range(1, size)).tocsr()
    j_squared = (j_plus.T @ j_plus + j_z @ j_z + j_z).tocsr()
    omega = size // 2
    s_plus = sum((-1) ** i * create[i] @ create[size - 1 - i]
                 for i in range(omega)).tocsr()
    unit = sp.identity(2 ** size, format="csr")
    s_zero = (number - omega * unit) / 2
    s_squared = (s_plus @ s_plus.T + s_zero @ s_zero - s_zero).tocsr()
    vacuum = np.zeros(2 ** size)
    vacuum[0] = 1.0
    pairs = [(p, q) for p in range(size) for q in range(p + 1, size)]
    pair_create = [(create[p] @ create[q]).tocsr() for p, q in pairs]
    pair_states = np.array([op @ vacuum for op in pair_create]).T
    values, vectors = np.linalg.eigh(pair_states.T @ (j_squared @ pair_states))
    pair_h, projector = {}, {}
    for value, vector in zip(values, vectors.T):
        K = int(round((sqrt(max(0.0, 1 + 4 * value)) - 1) / 2))
        vector = np.where(abs(vector) < 1e-13, 0.0, vector)
        op = sum(x * a for x, a in zip(vector, pair_create) if x != 0.0)
        pair_h[K] = pair_h.get(K, 0 * unit) + op @ op.T
        projector[K] = projector.get(K, 0) + np.outer(vector, vector)
    return SimpleNamespace(
        j=j, m=m_values, omega=omega, create=create, number=number, j_z=j_z,
        j_plus=j_plus, j_squared=j_squared, s_plus=s_plus, s_squared=s_squared,
        unit=unit, vacuum=vacuum, pairs=pairs, pair_create=pair_create,
        pair_h=pair_h, projector=projector)


def sector(shell, particles, m_total):
    n = shell.number.diagonal()
    m = shell.j_z.diagonal()
    return np.where((abs(n - particles) < 1e-9) & (abs(m - m_total) < 1e-9))[0]


def unpaired_states(shell, particles, total_j):
    """States with v = n, J = M = total_j, found from J+ = 0 and S- = 0."""
    index = sector(shell, particles, total_j)
    conditions = np.vstack([shell.j_plus[:, index].toarray(),
                            shell.s_plus.T.tocsr()[:, index].toarray()])
    return index, null_space(conditions, rcond=1e-10)


def commutator(a, b):
    return a @ b - b @ a


# Seniority conservation on the complete Fock space, and its failure at 9/2
shells = {}
for twice_j in (1, 3, 5, 7, 9):
    shell = shells[twice_j] = build_shell(twice_j)
    j = shell.j
    assert largest(commutator(shell.s_plus, shell.j_plus)) < 1e-10
    violation = max(largest(commutator(h, shell.s_squared))
                    for h in shell.pair_h.values())
    print(f"j={twice_j}/2: largest element of [H_K,S^2] = {violation:.1e}")
    assert violation < 1e-9 if twice_j <= 7 else violation > 1e-2
    N, one = shell.number, shell.unit
    assert largest(sum(shell.pair_h.values()) - N @ (N - one) / 2) < 1e-9
    weighted = sum(K * (K + 1) * h for K, h in shell.pair_h.items())
    assert largest(weighted - shell.j_squared
                   - j * (j + 1) * N @ (N - 2 * one)) < 1e-8
    if twice_j == 1:
        continue
    index, unpaired = unpaired_states(shell, 3, j)
    count = unpaired.shape[1]
    multiplets = len(index) - len(sector(shell, 3, j + 1))
    print(f"   n=3: M=j determinants {len(index)}, J=j multiplets "
          f"{multiplets}, with v=3: {count}")
    assert count == (1 if twice_j == 9 else 0) and multiplets == count + 1
    paired = shell.s_plus @ (shell.create[0] @ shell.vacuum)
    assert abs(paired @ paired - (shell.omega - 1)) < 1e-10
    paired /= np.linalg.norm(paired)
    for K, h in shell.pair_h.items():
        expected = (4 * (2 * K + 1) / ((2 * j + 1) * (2 * j - 1)) if K
                    else (2 * j - 1) / (2 * j + 1))
        assert abs(paired @ (h @ paired) - expected) < 1e-10

# Particle-hole rotation in the 7/2 shell, with an arbitrary interaction
shell = shells[7]
strengths = dict(zip((0, 2, 4, 6), np.random.default_rng(4).normal(size=4)))
H = sum(strengths[K] * shell.pair_h[K] for K in strengths).toarray()
rotation = expm(-pi / 2 * (shell.s_plus - shell.s_plus.T).toarray())
shift = sum((2 * K + 1) * V for K, V in strengths.items())
expected = H + shift * (shell.unit - shell.number / shell.omega).toarray()
assert largest(rotation @ H @ rotation.T - expected) < 1e-9
half_filled = np.where(abs(shell.number.diagonal() - 4) < 1e-9)[0]
block = np.ix_(half_filled, half_filled)
values, vectors = np.linalg.eigh(shell.s_squared.toarray()[block])
spins = np.rint((np.sqrt(1 + 4 * np.maximum(values, 0)) - 1) / 2)
assert set(spins) == {0.0, 1.0, 2.0}
assert largest(rotation[block] @ vectors - vectors * (-1) ** spins) < 1e-9
absent = unpaired_states(shell, 4, 0)[1].shape[1]
assert absent == 0
print(f"j=7/2, n=4: number of v=4, J=0 states = {absent}")

# Explicit seniority-3 state and its coupling to seniority 1 for j = 9/2
shell = shells[9]
index, unpaired = unpaired_states(shell, 3, 4.5)
psi3 = np.zeros(len(shell.vacuum))
psi3[index] = unpaired[:, 0]
by_hand = {(9, 7, -7): -3, (9, 5, -5): 3, (9, 3, -3): 1, (9, 1, -1): -5,
           (7, 5, -3): -4 * sqrt(21) / 3, (7, 3, -1): 4 * sqrt(24) / 3,
           (5, 3, 1): -5 * sqrt(24) / 3}
hand_state = np.zeros_like(psi3)
for labels, coefficient in by_hand.items():
    a, b, c = [shell.create[(9 - label) // 2] for label in labels]
    determinant = a @ (b @ (c @ shell.vacuum))
    hand_state += coefficient * determinant
    if labels == (9, 3, -3):
        psi3 *= np.sign(determinant @ psi3)
norm_squared = hand_state @ hand_state
assert abs(norm_squared - 572 / 3) < 1e-9
assert largest(hand_state / sqrt(norm_squared) - psi3) < 1e-9
print(f"j=9/2: squared norm of unnormalized v=3 state = {norm_squared:.6f}")
psi1 = shell.s_plus @ (shell.create[0] @ shell.vacuum) / 2
formula = {0: 0, 2: -65, 4: 315, 6: -403, 8: 153}
weight1, weight3, coupling = {}, {}, {}
print("Pair weights in v=1 and v=3 and coupling c_K (dimensionless):")
for K in sorted(shell.pair_h):
    h = shell.pair_h[K]
    weight1[K] = psi1 @ (h @ psi1)
    weight3[K] = psi3 @ (h @ psi3)
    coupling[K] = psi3 @ (h @ psi1)
    assert abs(coupling[K] - formula[K] / (20 * sqrt(429))) < 1e-10
    assert abs(coupling[K] ** 2 - weight1[K] * weight3[K]) < 1e-10
    print(f"   K={K}: {weight1[K]:.6f}  {abs(weight3[K]):.6f}  "
          f"{coupling[K] + 0.0:+.6f}")

# Dirac 5g9/2 orbital of a point nucleus: radial equations and Slater integrals
charge = 80
light_speed = 1 / constants.fine_structure
gam = sqrt(25 - (charge / light_speed) ** 2)
decay = charge / 5
small_ratio = -(5 - gam) * light_speed / charge
energy = light_speed ** 2 * gam / 5


def large_component(r):
    return r ** gam * np.exp(-decay * r)


for r in (0.1, 0.3, 0.7):
    step = 1e-5 * r
    P = large_component(r)
    Q = small_ratio * P
    dP = (large_component(r + step) - large_component(r - step)) / (2 * step)
    dQ = small_ratio * dP
    right_P = 5 * P / r + (energy + charge / r + light_speed ** 2) * Q / light_speed
    right_Q = -5 * Q / r - (energy + charge / r - light_speed ** 2) * P / light_speed
    scale = P * (5 / r + decay)
    assert abs(dP - right_P) < 1e-6 * scale
    assert abs(dQ - right_Q) < 1e-6 * scale


def slater_closed(k):
    ratio_integral = quad(lambda t: t ** (2 * gam + k)
                          * (1 + t) ** (-4 * gam - 1), 0, 1, epsabs=1e-15)[0]
    return (4 * decay * gamma_function(4 * gam + 1)
            / gamma_function(2 * gam + 1) ** 2 * ratio_integral)


def slater_direct(k):
    """Outer radial quadrature over the charge enclosed at each radius."""
    power = 2 * gam + 1
    moment = gamma_function(power + k) / gamma_function(power)

    def integrand(x):  # x = 2 * decay * r
        density = x ** (power - 1) * np.exp(-x) / gamma_function(power)
        return density * x ** (-k - 1) * moment * gammainc(power + k, x)
    return 4 * decay * quad(integrand, 0, 100, epsabs=1e-13, limit=300)[0]


ranks = (0, 2, 4, 6, 8)
slater = {k: slater_closed(k) for k in ranks}
for k in ranks:
    assert abs(slater[k] - slater_direct(k)) < 1e-8
print(f"Nuclear charge = {charge}, gamma = {gam:.6f}, "
      f"Q/P = {small_ratio:.6f}")
for k in ranks:
    print(f"   F^{k} = {slater[k]:.8f} hartree")

# Angular matrix elements by quadrature over explicit spin-angle functions
nodes, quadrature_weights = np.polynomial.legendre.leggauss(40)


def theta(l, m):
    a = abs(m)
    if a > l:
        return np.zeros_like(nodes)
    value = sqrt((2 * l + 1) / 2 * factorial(l - a) / factorial(l + a))
    return value * lpmv(a, l, nodes) * ((-1) ** a if m < 0 else 1)


def spin_angle(l, m):
    up, down = int(round(m - 0.5)), int(round(m + 0.5))
    plus = sqrt((l + m + 0.5) / (2 * l + 1))
    minus = sqrt((l - m + 0.5) / (2 * l + 1))
    if l == 4:
        return plus * theta(l, up), minus * theta(l, down)
    return -minus * theta(l, up), plus * theta(l, down)


def multipole_matrix(l, k):
    spinors = [spin_angle(l, m) for m in shell.m]
    matrix = np.zeros((10, 10))
    for a in range(10):
        for b in range(10):
            angular = sqrt(2 / (2 * k + 1)) * theta(k, b - a)
            overlap = sum(x * y for x, y in zip(spinors[a], spinors[b]))
            matrix[a, b] = quadrature_weights @ (overlap * angular)
    return matrix


multipoles = {k: multipole_matrix(4, k) for k in ranks}
for k in ranks:
    assert largest(multipoles[k] - multipole_matrix(5, k)) < 1e-11


def repulsion(p, q, r, s):
    if p + q != r + s:
        return 0.0
    return sum(slater[k] * (-1) ** (p - r) * multipoles[k][p, r]
               * multipoles[k][q, s] for k in ranks)


pair_matrix = np.array([[repulsion(p, q, r, s) - repulsion(p, q, s, r)
                         for r, s in shell.pairs] for p, q in shell.pairs])
half, nine_half = Rational(1, 2), Rational(9, 2)
pair_energy = {}
for K in sorted(shell.projector):
    pair_energy[K] = np.trace(shell.projector[K] @ pair_matrix) / (2 * K + 1)
    racah = sum(
        slater[k] * (-1) ** (9 + K) * 100
        * float(wigner_3j(nine_half, k, nine_half, half, 0, -half)) ** 2
        * float(wigner_6j(nine_half, nine_half, K, nine_half, nine_half, k))
        for k in ranks)
    assert abs(pair_energy[K] - racah) < 1e-9
    print(f"   V_{K} = {pair_energy[K]:.8f} hartree")
rebuilt = sum(pair_energy[K] * shell.projector[K] for K in pair_energy)
assert largest(rebuilt - pair_matrix) < 1e-9

# Two-state problem against diagonalization in all M = 9/2 determinants
E1 = sum(weight1[K] * pair_energy[K] for K in pair_energy)
E3 = sum(weight3[K] * pair_energy[K] for K in pair_energy)
mixing = sum(formula[K] * pair_energy[K] for K in pair_energy) / (20 * sqrt(429))
levels, states = np.linalg.eigh([[E1, mixing], [mixing, E3]])
removed = np.array([op.T.tocsr()[:, index].toarray() for op in shell.pair_create])
full_h = np.einsum("pxi,pxj->ij", removed,
                   np.tensordot(pair_matrix, removed, axes=(1, 0)))
full_levels, full_states = np.linalg.eigh(full_h)
j_block = shell.j_squared[index][:, index].toarray()
j_expectation = np.einsum("ia,ij,ja->a", full_states, j_block, full_states)
selected = full_levels[abs(j_expectation - 4.5 * 5.5) < 1e-5]
assert len(selected) == 2 and largest(selected - levels) < 1e-9
assert abs(mixing) > 1e-7
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
minor = min(states[0, 0] ** 2, states[1, 0] ** 2)
print(f"Repulsion energy of v=1 state = {E1:.8f} hartree")
print(f"Repulsion energy of v=3 state = {E3:.8f} hartree")
print(f"Coupling of v=1 and v=3 = {mixing:.4e} hartree")
print(f"Coupling of v=1 and v=3 = {mixing * hartree_ev:.4e} eV")
print(f"Lower J=9/2 level = {levels[0]:.8f} hartree")
print(f"Upper J=9/2 level = {levels[1]:.8f} hartree")
print(f"Level separation = {(levels[1] - levels[0]) * hartree_ev:.6f} eV")
print(f"v=3 fraction of lower level = {states[1, 0] ** 2:.8f}")
print(f"Minor seniority fraction in each level = {minor:.4e}")
print("all tests passed")
```

Printed output:

```
j=1/2: largest element of [H_K,S^2] = 0.0e+00
j=3/2: largest element of [H_K,S^2] = 0.0e+00
   n=3: M=j determinants 1, J=j multiplets 1, with v=3: 0
j=5/2: largest element of [H_K,S^2] = 1.3e-15
   n=3: M=j determinants 2, J=j multiplets 1, with v=3: 0
j=7/2: largest element of [H_K,S^2] = 3.6e-15
   n=3: M=j determinants 4, J=j multiplets 1, with v=3: 0
j=9/2: largest element of [H_K,S^2] = 3.4e+00
   n=3: M=j determinants 7, J=j multiplets 2, with v=3: 1
j=7/2, n=4: number of v=4, J=0 states = 0
j=9/2: squared norm of unnormalized v=3 state = 190.666667
Pair weights in v=1 and v=3 and coupling c_K (dimensionless):
   K=0: 0.800000  0.000000  +0.000000
   K=2: 0.250000  0.098485  -0.156911
   K=4: 0.450000  1.284965  +0.760417
   K=6: 0.650000  1.456061  -0.972851
   K=8: 0.850000  0.160490  +0.369345
Nuclear charge = 80, gamma = 4.965802, Q/P = -0.058579
   F^0 = 2.65242135 hartree
   F^2 = 1.55140831 hartree
   F^4 = 1.05662985 hartree
   F^6 = 0.78915725 hartree
   F^8 = 0.62549301 hartree
   V_0 = 3.24560284 hartree
   V_2 = 2.86634559 hartree
   V_4 = 2.61538374 hartree
   V_6 = 2.49366934 hartree
   V_8 = 2.52115104 hartree
Repulsion energy of v=1 state = 8.25385480 hartree
Repulsion energy of v=3 state = 7.67852025 hartree
Coupling of v=1 and v=3 = 4.4227e-02 hartree
Coupling of v=1 and v=3 = 1.2035e+00 eV
Lower J=9/2 level = 7.67514033 hartree
Upper J=9/2 level = 8.25723472 hartree
Level separation = 15.839595 eV
v=3 fraction of lower level = 0.99419352
Minor seniority fraction in each level = 5.8065e-03
all tests passed
```
